**Loss function at q + G0 from the inverse dielectric matrix**

The program treats the loss $L(\mathbf q+\mathbf G_0,\omega)=-\mathrm{Im}[\varepsilon^{-1}(\mathbf q,\omega)]_{\mathbf G_0\mathbf G_0}$, where $\mathbf q$ lies in the first zone, $\mathbf G_0$ is a reciprocal lattice vector and $\varepsilon$ is the RPA dielectric matrix. The model is a three-dimensional electron gas in a cosine potential along one axis. The program asserts that the inverse element agrees with real-time propagation after a kick at $\mathbf Q=\mathbf q+\mathbf G_0$, and that the loss predicts the energy absorbed from a pulse. Further assertions cover the Lindhard limit, the two-G formulas, the f-sum rule, the high-frequency coupling, its second-order scaling with the lattice potential, and convergence in k points and G vectors. In the output, the small-q plasmon at 17.0 eV cuts a dip into the loss at $\mathbf Q$, from 0.412 without coupling to 0.154 with two G vectors. With seven G vectors the loss there is 0.232, so the two-G model shows the mechanism but not the converged value at this energy. At 10 eV the two-G model gives even the wrong sign of the local-field change.

## Program and output

```python
"""Loss function at momentum transfer Q = q + G0 outside the first zone.

Result under test: L(Q, w) = -Im [eps^-1(q, w)]_{G0,G0}, and for two G vectors
    eps^-1_11 = 1/(eps_11 - eps_10 eps_01/eps_00)
              = 1/eps_11 + F eps^-1_00,   F = eps_01 eps_10/eps_11^2.
Index 0 is G = 0, index 1 is G = G0; eps = 1 - v chi0 (RPA), v = 4 pi/Q^2.
Model: 3D electrons in the potential 2 V1 cos(G0 x), free along y and z.
The transverse motion gives each 1D Bloch state the weight (mu - E)/pi per
area, spin included. Atomic units inside, eV and angstrom in the output.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10

period = 4.0 / BOHR
V1 = 2.0 / HARTREE
density = 0.2 * BOHR**3
eta = 0.2 / HARTREE
q_frac = 1 / 8                       # q in units of G0
G0 = 2 * np.pi / period
q, Q = q_frac * G0, (1 + q_frac) * G0
plasma = np.sqrt(4 * np.pi * density)
M_MAX = 7
m_index = np.arange(-M_MAX, M_MAX + 1)
n_band = len(m_index)


def coulomb(wave_vector):
    return 4 * np.pi / wave_vector**2


def bands(k_frac, pot):
    """Bloch energies and plane-wave coefficients [k, plane wave, band]."""
    ham = np.zeros((len(k_frac), n_band, n_band))
    i = np.arange(n_band)
    ham[:, i, i] = 0.5 * ((k_frac[:, None] + m_index) * G0)**2
    ham[:, i[:-1], i[1:]] = pot
    ham[:, i[1:], i[:-1]] = pot
    return np.linalg.eigh(ham)


def mesh(n_k):
    return (np.arange(n_k) - n_k // 2) / n_k


def fermi_level(energies, n_k):
    def excess(mu):
        filled = np.maximum(mu - energies, 0).sum() / np.pi
        return filled / (n_k * period) - density
    return brentq(excess, -1.0, 3.0, xtol=1e-14)


def transitions(g_list, pot, n_k):
    k = mesh(n_k)
    e1, c1 = bands(k, pot)
    e2, c2 = bands(k + q_frac, pot)
    mu = fermi_level(e1, n_k)
    w1 = np.maximum(mu - e1, 0) / np.pi
    w2 = np.maximum(mu - e2, 0) / np.pi
    dw = w1[:, :, None] - w2[:, None, :]
    gap = e1[:, :, None] - e2[:, None, :]
    keep = dw != 0
    rho = []
    for g in g_list:
        shifted = np.zeros_like(c2)
        if g >= 0:
            shifted[:, :n_band - g] = c2[:, g:]
        else:
            shifted[:, -g:] = c2[:, :n_band + g]
        overlap = np.matmul(c1.transpose(0, 2, 1), shifted)
        rho.append(overlap[keep])
    return dw[keep] / (n_k * period), gap[keep], np.array(rho)


def dielectric(omega, g_list=(0, 1), pot=V1, n_k=240, width=eta):
    """RPA dielectric matrices for an array of real frequencies."""
    dw, gap, rho = transitions(g_list, pot, n_k)
    v = coulomb((q_frac + np.array(g_list)) * G0)
    out = np.empty((len(omega), len(g_list), len(g_list)), complex)
    for j, w in enumerate(omega):
        chi0 = (rho * (dw / (w + 1j * width + gap))) @ rho.T
        out[j] = np.eye(len(g_list)) - v[:, None] * chi0
    return out


# ---------- real-time propagation in a supercell (no matrix inversion) -------
CELLS, POINTS, DT = 16, 16, 0.1
n_grid = CELLS * POINTS
length = CELLS * period
x = np.arange(n_grid) * length / n_grid
k_grid = 2 * np.pi * np.fft.fftfreq(n_grid, length / n_grid)
e_s, c_s = bands(mesh(CELLS), V1)
w_s = np.maximum(fermi_level(e_s, CELLS) - e_s, 0) / np.pi
start, weight = [], []
for ik, kf in enumerate(mesh(CELLS)):
    waves = np.exp(1j * G0 * np.outer(kf + m_index, x)) / np.sqrt(length)
    for ib in np.nonzero(w_s[ik] > 0)[0]:
        start.append(c_s[ik, :, ib] @ waves)
        weight.append(w_s[ik, ib])
start, weight = np.array(start), np.array(weight)
lattice = 2 * V1 * np.cos(G0 * x)
phase_q, phase_Q = np.exp(1j * q * x), np.exp(1j * Q * x)


def propagate(steps, kick=0.0, pulse=None):
    """Return n_Q(t) and the final energy per volume."""
    psi = start * np.exp(-1j * kick * np.cos(Q * x))
    kinetic = np.exp(-0.5j * DT * k_grid**2)

    def fourier_density():
        n = weight @ (psi.real**2 + psi.imag**2)
        return np.mean(n * phase_q.conj()), np.mean(n * phase_Q.conj())

    def half_step(n_q, n_Q, t):
        pot = lattice + 2 * np.real(coulomb(q) * n_q * phase_q
                                    + coulomb(Q) * n_Q * phase_Q)
        if pulse is not None:
            pot = pot + pulse(t) * np.cos(Q * x)
        return np.exp(-0.5j * DT * pot)

    n_q, n_Q = fourier_density()
    record = [n_Q]
    half = half_step(n_q, n_Q, 0.0)
    for s in range(1, steps + 1):
        psi = np.fft.ifft(np.fft.fft(psi * half, axis=1) * kinetic, axis=1)
        n_q, n_Q = fourier_density()
        half = half_step(n_q, n_Q, s * DT)
        psi = psi * half
        record.append(n_Q)
    dx = length / n_grid
    spec = np.abs(np.fft.fft(psi, axis=1))**2
    one_body = dx / n_grid * (spec @ (0.5 * k_grid**2))
    one_body = one_body + dx * (np.abs(psi)**2 @ lattice)
    energy = weight @ one_body / length
    energy += coulomb(q) * abs(n_q)**2 + coulomb(Q) * abs(n_Q)**2
    return np.array(record), energy


# Test: kick at Q, Fourier transform of n_Q(t), against the inverse matrix
kick, width_t = 0.01, 1.0 / HARTREE
n_t, _ = propagate(2800, kick=kick)
times = np.arange(len(n_t)) * DT
w_test = np.array([6.0, 12.0, 15.0, 17.0, 19.0, 25.0]) / HARTREE
chi_t = np.array([2 / kick * DT * np.sum(np.exp((1j * w - width_t) * times)
                                         * n_t) for w in w_test])
inv_time = 1 + coulomb(Q) * chi_t
eps_t = dielectric(w_test, n_k=CELLS, width=width_t)
inv_matrix = np.linalg.inv(eps_t)[:, 1, 1]
err_time = np.max(np.abs(inv_time - inv_matrix))
err_diag = np.max(np.abs(inv_time - 1 / eps_t[:, 1, 1]))
assert err_time < 5e-3, err_time
assert err_diag > 5 * err_time, (err_diag, err_time)

# Test: energy absorbed from a pulse against the integral over the loss
amp, tau, w_mid, t_mid = 0.004, 15.0, 17.0 / HARTREE, 80.0


def pulse_shape(t):
    s = t - t_mid
    return amp * np.exp(-s**2 / (2 * tau**2)) * np.cos(w_mid * s)


_, e_pulse = propagate(1600, pulse=pulse_shape)
_, e_null = propagate(1600)
absorbed = e_pulse - e_null
w_fine = np.arange(w_mid - 5 / tau, w_mid + 5 / tau, 0.005 / HARTREE)
loss_fine = -np.linalg.inv(dielectric(w_fine, n_k=CELLS,
                                      width=0.01 / HARTREE))[:, 1, 1].imag
phi = amp * tau * np.sqrt(2 * np.pi) / 2 * (
    np.exp(-(tau * (w_fine - w_mid))**2 / 2)
    + np.exp(-(tau * (w_fine + w_mid))**2 / 2))
predicted = Q**2 / (8 * np.pi**2) * np.trapezoid(
    w_fine * phi**2 * loss_fine, w_fine) if hasattr(np, "trapezoid") else (
    Q**2 / (8 * np.pi**2) * np.trapz(w_fine * phi**2 * loss_fine, w_fine))
assert abs(absorbed / predicted - 1) < 0.02, absorbed / predicted

# Test: uniform gas against the analytic Lindhard function
k_f = (3 * np.pi**2 * density)**(1 / 3)


def lindhard(p, z):
    def psi_fn(u):
        return u / 2 + (1 - u**2) / 4 * np.log((u + 1) / (u - 1))
    up, um = z / (p * k_f) + p / (2 * k_f), z / (p * k_f) - p / (2 * k_f)
    return k_f**2 / (np.pi**2 * p) * (psi_fn(um) - psi_fn(up))


eps_free = dielectric(w_test, pot=0.0)
for col, p in enumerate((q, Q)):
    ref = 1 - coulomb(p) * lindhard(p, w_test + 1j * eta)
    assert np.max(np.abs(eps_free[:, col, col] / ref - 1)) < 5e-3
assert np.max(np.abs(eps_free[:, 0, 1])) < 1e-8

# ---------- worked example on a fine mesh -------------------------------------
ev = np.arange(2001) * 0.1
omega = ev / HARTREE
eps = dielectric(omega)
inv = np.linalg.inv(eps)
e00, e01, e10, e11 = eps[:, 0, 0], eps[:, 0, 1], eps[:, 1, 0], eps[:, 1, 1]
loss_q, loss_Q = -inv[:, 0, 0].imag, -inv[:, 1, 1].imag
loss_bare = -(1 / e11).imag
factor = e01 * e10 / e11**2
assert np.allclose(inv[:, 1, 1], 1 / (e11 - e10 * e01 / e00), atol=1e-9)
assert np.allclose(inv[:, 1, 1], 1 / e11 + factor * inv[:, 0, 0], atol=1e-9)
assert np.min(loss_Q[1:]) > 0

# Test: the local-field structure sits at the small-q plasmon
i_p = int(np.argmax(loss_q))
local = inv[:, 1, 1] - 1 / e11
i_c = int(np.argmax(np.abs(local)))
assert abs(ev[i_c] - ev[i_p]) < 1.0, (ev[i_c], ev[i_p])


# Test: f-sum rule with and without coupling (tail beyond the grid added)
def f_sum(loss):
    y = omega * loss
    area = np.sum((y[1:] + y[:-1]) / 2) * (omega[1] - omega[0])
    return (area + 2 * eta * plasma**2 / omega[-1]) / (np.pi * plasma**2 / 2)


sum_local, sum_bare = f_sum(loss_Q), f_sum(loss_bare)
assert abs(sum_local - 1) < 0.01 and abs(sum_bare - 1) < 0.01

# Test: high-frequency coupling from the density component n_G0
e_k, c_k = bands(mesh(240), V1)
w_k = np.maximum(fermi_level(e_k, 240) - e_k, 0) / np.pi
n_G = np.sum(w_k * np.sum(c_k[:, 1:] * c_k[:, :-1], axis=1)) / (240 * period)
w_high = 400.0 / HARTREE
high = dielectric(np.array([w_high]))[0]
coupling_ratio = (high[0, 1] * high[1, 0]).real / (
    (plasma / w_high)**4 * (n_G / density)**2)
assert abs(coupling_ratio - 1) < 0.03, coupling_ratio


# Test: the correction is of second order in a weak lattice potential
def correction(pot_ev):
    m = dielectric(np.array([20.0 / HARTREE]), pot=pot_ev / HARTREE)[0]
    return abs(np.linalg.inv(m)[1, 1] - 1 / m[1, 1])


scaling = correction(0.2) / correction(0.1)
assert abs(scaling - 4) < 0.4, scaling

# Test: convergence in the k mesh and in the number of G vectors
table_ev = np.array([10.0, 14.0, 15.0, 16.0, 17.0, 18.0, 19.0, 20.0, 25.0, 30.0])
rows = np.rint(table_ev / 0.1).astype(int)
w_tab = omega[rows]
dense = -np.linalg.inv(dielectric(w_tab, n_k=480))[:, 1, 1].imag
err_mesh = np.max(np.abs(dense - loss_Q[rows]))
assert err_mesh < 5e-3, err_mesh
seven = -np.linalg.inv(dielectric(w_tab, tuple(range(-3, 4))))[:, 4, 4].imag
nine = -np.linalg.inv(dielectric(w_tab, tuple(range(-4, 5))))[:, 5, 5].imag
err_G = np.max(np.abs(seven - nine))
assert err_G < 5e-3, err_G


def show(label, z):
    print(f"{label}: {z.real:.4f} {z.imag:+.4f}i")


print(f"period: {period * BOHR:.2f} A;  V1: {V1 * HARTREE:.2f} eV")
print(f"density: {density / BOHR**3:.3f} electrons/A^3")
print(f"broadening eta: {eta * HARTREE:.2f} eV")
print(f"G0: {G0 / BOHR:.4f} 1/A")
print(f"q: {q / BOHR:.4f} 1/A;  Q = q + G0: {Q / BOHR:.4f} 1/A")
print(f"plasma energy of the mean density: {plasma * HARTREE:.3f} eV")
print(f"density ratio n_G0/n0: {n_G / density:.4f}")
print(f"small-q plasmon, peak of loss at q: {ev[i_p]:.1f} eV")
print(f"same peak in hartree: {omega[i_p]:.4f}")
print(f"loss at q at this peak: {loss_q[i_p]:.4f}")
print("Two-G matrix at the small-q plasmon energy (dimensionless)")
show("eps_00", e00[i_p])
show("eps_01", e01[i_p])
show("eps_10", e10[i_p])
show("eps_11", e11[i_p])
show("determinant", e00[i_p] * e11[i_p] - e01[i_p] * e10[i_p])
show("inverse element 00", inv[i_p, 0, 0])
show("1/eps_11", 1 / e11[i_p])
show("factor F", factor[i_p])
show("F times inverse element 00", factor[i_p] * inv[i_p, 0, 0])
show("inverse element 11", inv[i_p, 1, 1])
print(f"largest |local-field term| {abs(local[i_c]):.4f} at {ev[i_c]:.1f} eV")
change = loss_Q - loss_bare
i_lo, i_hi = int(np.argmin(change)), int(np.argmax(change))
print(f"most negative change of loss: {change[i_lo]:.4f} at {ev[i_lo]:.1f} eV")
print(f"most positive change of loss: {change[i_hi]:.4f} at {ev[i_hi]:.1f} eV")
print("Loss at Q: energy (eV), no coupling, two G, seven G")
for e, r, s in zip(table_ev, rows, seven):
    print(f"{e:5.1f}  {loss_bare[r]:.4f}  {loss_Q[r]:.4f}  {s:.4f}")
print(f"f-sum / exact value, two G: {sum_local:.4f}; no coupling: {sum_bare:.4f}")
print(f"kick test, largest error of inverse element: {err_time:.1e}")
print(f"kick test, largest error of 1/eps_11: {err_diag:.4f}")
print(f"pulse test, absorbed/predicted energy: {absorbed / predicted:.4f}")
print(f"coupling/high-frequency law at 400 eV: {coupling_ratio:.4f}")
print(f"correction ratio for V1 = 0.2 and 0.1 eV: {scaling:.3f}")
print(f"loss change, 240 to 480 k points: {err_mesh:.1e}")
print(f"loss change, seven to nine G: {err_G:.1e}")
print("no test failed")
```

Running it gives:

```
period: 4.00 A;  V1: 2.00 eV
density: 0.200 electrons/A^3
broadening eta: 0.20 eV
G0: 1.5708 1/A
q: 0.1963 1/A;  Q = q + G0: 1.7671 1/A
plasma energy of the mean density: 16.606 eV
density ratio n_G0/n0: -0.2217
small-q plasmon, peak of loss at q: 17.0 eV
same peak in hartree: 0.6247
loss at q at this peak: 9.7282
Two-G matrix at the small-q plasmon energy (dimensionless)
eps_00: -0.0196 +0.0733i
eps_01: 1.5409 -1.7518i
eps_10: 0.0190 -0.0216i
eps_11: 1.2014 +1.0418i
determinant: -0.0913 +0.1343i
inverse element 00: 1.1469 -9.7282i
1/eps_11: 0.4751 -0.4120i
factor F: -0.0266 -0.0004i
F times inverse element 00: -0.0341 +0.2581i
inverse element 11: 0.4410 -0.1539i
largest |local-field term| 0.2603 at 17.0 eV
most negative change of loss: -0.2595 at 16.9 eV
most positive change of loss: 0.1416 at 4.0 eV
Loss at Q: energy (eV), no coupling, two G, seven G
 10.0  0.2917  0.1945  0.3397
 14.0  0.3200  0.3074  0.2919
 15.0  0.3508  0.3125  0.2870
 16.0  0.3812  0.2621  0.2330
 17.0  0.4120  0.1539  0.2316
 18.0  0.4441  0.3550  0.3683
 19.0  0.4776  0.4547  0.4500
 20.0  0.5131  0.5091  0.5036
 25.0  0.7333  0.7463  0.7390
 30.0  1.0232  1.0500  1.0414
f-sum / exact value, two G: 1.0000; no coupling: 1.0000
kick test, largest error of inverse element: 2.9e-04
kick test, largest error of 1/eps_11: 0.1361
pulse test, absorbed/predicted energy: 0.9974
coupling/high-frequency law at 400 eV: 1.0031
correction ratio for V1 = 0.2 and 0.1 eV: 4.001
loss change, 240 to 480 k points: 4.6e-05
loss change, seven to nine G: 1.1e-07
no test failed
```
